Critical Temperature of a Square Lattice Gas: Mean Field and Exact

Q. Suppose adsorbed fragments attract their neighbours. A cold layer should then split into dense islands and a dilute remainder. At what temperature does the splitting stop?

A. Take an infinite square lattice in equilibrium. Each site is empty or singly filled, n = 0 or 1, and

E = −w Σ_bonds n n′ − μ Σ n, w > 0.

Each nearest-neighbour bond is counted once, and μ is the chemical potential. The simplest estimate fills each site independently with probability θ. For any trial distribution p, with p_eq the equilibrium one, ln x ≤ x − 1 gives Σ p ln(p/p_eq) ≥ 0. Inserting p_eq = exp(−E/kT)/Z turns this into

−kT ln Z ≤ ⟨E⟩_p + kT Σ p ln p,

so the best trial minimizes the right side. There are two bonds per site, and independence gives ⟨n n′⟩ = θ². Per site,

ω(θ) = −2wθ² − μθ + kT[θ ln θ + (1−θ) ln(1−θ)],
ω′ = −4wθ − μ + kT ln[θ/(1−θ)],
ω″ = kT/[θ(1−θ)] − 4w.

Since θ(1−θ) ≤ 1/4, we have ω″ ≥ 4(kT − w). For kT > w the function is convex and has one minimum at any μ. For kT < w choose μ = −2w. The energy part is then 2wθ(1−θ), so ω is unchanged by θ → 1−θ. The midpoint θ = 1/2 is a maximum, with two equally deep minima beside it. Mean-field coexistence therefore ends at

kT = w.

To find the two coverages, put θ = (1+m)/2 and μ = −2w in ω′ = 0. The logarithm is ln[(1+m)/(1−m)] = 2 artanh m, and 4wθ + μ = 2wm, so m = tanh(wm/kT).

Q. Independence is a strong assumption. Why should I believe it?

A. One dimension shows how badly it can fail. A chain has one bond per site, so the same argument gives ω″ = kT/[θ(1−θ)] − 2w and a critical point at kT = w/2. The exact chain has none at any T > 0: with K = w/(4kT) and b = (w+μ)/(2kT), obtained by applying to a chain the spin mapping explained next, its free energy follows from the larger eigenvalue of a 2×2 matrix,

λ = e^K cosh b + √(e^(2K) sinh² b + e^(−2K)),

which is smooth for real b. The square lattice needs its own exact treatment.

Q. Then map it to the Ising model. Does that settle the matter?

A. It fixes the coupling, but not yet the critical temperature. Put n = (1+s)/2, s = ±1. Then n n′ = (1 + s + s′ + ss′)/4. Each site belongs to four bonds, so Σ_bonds(s+s′) = 4Σs, and for N sites

E = −(w/4) Σ_bonds ss′ − (w + μ/2) Σ s − N(w+μ)/2.

The Ising coupling is J = w/4 and the field is h = w + μ/2. Define K = J/kT = w/(4kT). At μ = −2w the field vanishes.

Q. Could two phases coexist at some other μ, where h is not zero?

A. No, by the Lee-Yang theorem. Give each down spin a factor z = exp(−2h/kT). With a = exp(−2K) < 1, one bond contributes, up to a constant,

1 + a(z₁+z₂) + z₁z₂.

Suppose this vanishes with |z₂| < 1. Then z₁(a+z₂) = −(1+az₂), and

|1+az₂|² − |a+z₂|² = (1−a²)(1−|z₂|²) > 0,

so |z₁| > 1. The bond factor has no zero with both variables inside the unit circle. Multiply all bond factors, using a separate variable for each bond end; the product has the same property.

Now join two ends at one site. As a function of their variables, the polynomial is A + Bz₁ + Cz₂ + Dz₁z₂. Keeping the terms where both ends agree replaces it by A + Dz. Setting z₁ = z₂ = 0 shows A ≠ 0. Setting z₁ = z₂ = ζ shows that A + (B+C)ζ + Dζ² has no root with |ζ| < 1. If D ≠ 0, the product of its roots gives |A/D| ≥ 1, so A + Dz has no zero inside the circle either. If D = 0 this is immediate. Joining all ends produces the true partition polynomial, which is thus nonzero for |z| < 1. Spin reversal covers |z| > 1, so all zeros have |z| = 1.

For h > 0 we have 0 < z < 1. There the functions Z_N(z)^(1/N) are analytic, bounded on compact subsets of the disk, and convergent for real z. Vitali's theorem makes their limit analytic, and Hurwitz's theorem keeps it nonzero. The free energy then has no kink in h, hence the coverage has no jump. The case h < 0 follows by symmetry. Coexistence requires μ = −2w.

Q. So we need the zero-field model. How do you solve it without quoting the answer?

A. Wrap the lattice into a cylinder whose rings have L sites, L even. Adding a ring multiplies by a transfer matrix V. A bond between rings has the 2×2 weight

e^K + e^(−K) σx = √(2 sinh 2K) exp(K*σx), tanh K* = e^(−2K).

To check, match √(2 sinh 2K) cosh K* = e^K and √(2 sinh 2K) sinh K* = e^(−K): their ratio gives K*, and the difference of their squares gives the prefactor. Sharing the bonds within a ring equally between its two sides,

V = (2 sinh 2K)^(L/2) V_z^(1/2) exp(K*Σσx_j) V_z^(1/2),
V_z = exp(KΣσz_jσz_(j+1)).

From t = tanh K* = e^(−2K), sinh 2K* = 2t/(1−t²) = 1/sinh 2K. Thus sinh 2K sinh 2K* = 1.

Introduce fermions by

σx_j = 1 − 2c†_jc_j, σz_j = (Π_(l<j) σx_l)(c†_j+c_j).

Because (c†+c)(1−2c†c) = c†−c,

σz_jσz_(j+1) = (c†_j−c_j)(c†_(j+1)+c_(j+1)).

The closing bond is −P(c†_L−c_L)(c†_1+c_1), where P = Πσx_j reverses all spins and equals (−1)^(fermion number). The minus sign arises from moving σx_L past c†_L+c_L. Hence P = +1 needs antiperiodic waves, q = ±π/L, ±3π/L, …, and P = −1 needs periodic ones, which include q = 0 and π.

With c_j = L^(−1/2) Σ_q e^(iqj)c_q, the ring-bond sum becomes

Σ_q 2cos q c†_qc_q + Σ_(0<q<π) [2i sin q c†_qc†_(−q) + h.c.].

Consider the states of a pair (q,−q) that are empty or doubly filled, with Pauli matrices τ and τz = +1 for empty. Since Σ_q cos q = 0, constants cancel overall and the two exponents reduce to

Σσx → 2τz, Σσzσz → 2(−cos q τz + sin q τ⊥),

where τ⊥ is a Pauli matrix perpendicular to τz. The pair's block of V, without the prefactor, has determinant 1 and trace

2(cosh 2K cosh 2K* − cos q sinh 2K sinh 2K*).

Its eigenvalues are therefore e^(±ε_q), with

cosh ε_q = cosh 2K cosh 2K* − cos q.

A singly filled pair has both exponents zero and eigenvalue 1, a factor e^(−ε_q) below the best. At q = 0 the identity for sinh 2K sinh 2K* gives cosh ε₀ = cosh 2(K−K*), so ε₀ = 2|K−K*|. Likewise ε_π = 2(K+K*).

Q. Which eigenvalues matter?

A. The largest in each spin-reversal sector. Let B = (L/2) ln(2 sinh 2K). With P = +1 all pairs take their upper eigenvalue:

ln Λ_even = B + ½Σ_antiperiodic ε_q.

With P = −1 the fermion number is odd. The unpaired mode q = 0 contributes K*−K when empty and K−K* when filled; q = π contributes K+K* when empty. Filling q = 0 is the best choice. The alternative, leaving it empty and breaking a pair, gives K*−K−ε_q, which is no larger than K−K* because ε_q ≥ 2|K−K*|. Filling q = π instead of breaking a pair gives the same expression with ε_π, so it is no better. Thus

ln Λ_odd = B + ½Σ_(periodic, q≠0) ε_q + K − K*.

For K ≠ K*, ε_q is smooth and periodic, so the two complete mode sums are equally spaced quadratures of the same integral and their difference vanishes as L grows. Restoring the missing ε₀/2,

ln(Λ_even/Λ_odd) → |K−K*| − (K−K*),

which is 2(K*−K) for K < K* and zero for K > K*. A spin operator changes the sector, so in the first case correlations along the cylinder decay at least as fast as exp[−2(K*−K)r], r in lattice spacings. I use ξ = 1/[2(K*−K)], the longest decay length in this sector, as the correlation length.

Q. Near-degenerate eigenvalues are suggestive, but I asked about islands.

A. Then measure the cost of an island edge. Coexistence here means that a boundary between the phases costs free energy per unit length. Reverse the sign of one bond in every ring. If the layer is ordered, going round a ring must now cross from one phase to the other, so a boundary runs along the cylinder.

The reversed bond exchanges the wave conditions: P = +1 now has periodic q. All entries of V are positive, so its leading eigenvector is positive and belongs to P = +1. An even fermion number permits q = 0 and π to be empty, giving

ln Λ_twist = B + ½Σ_(periodic, q≠0) ε_q + K* − K.

The alternatives with q = 0 filled, and either a pair broken or q = π filled as well, are no larger, by the same bound on ε_q. For large L,

ln(Λ_even/Λ_twist) → |K−K*| + K − K*.

The boundary free energy per lattice spacing, along a lattice axis, is therefore

Γ = 2kT(K−K*) for K > K*, and zero for K < K*.

As T → 0, K* → 0 and Γ → w/2. This is the Ising cost 2J of one unsatisfied bond per spacing.

Since K* falls as K rises, they cross once. There sinh² 2K = 1, so 2K = ln(1+√2), and

kT = w/(4K) = w/[2 ln(1+√2)] = 0.567 w.

Mean field overestimates this by a factor 1.763.

Q. Is there a check that does not use the fermions?

A. Diagonalize V directly for L = 8 and L = 10 and compare L ln(Λ_even/Λ_odd). This grows with L in the disordered phase and falls in the ordered one. The two curves cross at kT/w = 0.5679, within about 0.1% of the exact 0.5673.

Q. What did independence miss?

A. Clustering inside a layer that is still uniform on average. For large L, the zero-field ln Z per site is

½ ln(2 sinh 2K) + (1/4π)∫ε_q dq, −π < q < π,

and its K-derivative is 2⟨ss′⟩, from two equivalent bonds per site. Put S = sinh 2K. Then cosh ε_q = S + 1/S − cos q, whose S-derivative 1 − 1/S² vanishes at S = 1. The integral of 1/sinh ε_q diverges there, but only logarithmically, so its product with that vanishing factor tends to zero. What remains is

2⟨ss′⟩ = coth 2K = √2, ⟨ss′⟩ = 0.7071.

At half coverage ⟨s⟩ = 0, and the probability that a given neighbour of a filled site is filled is

⟨nn′⟩/⟨n⟩ = (1+⟨ss′⟩)/2 = 0.854.

Independence would give 0.5. The attraction energy per site, −2w⟨nn′⟩, is −0.854w in the exact critical layer and −0.5w in the independent one. Complete separation into full and empty regions gives −w. The correlated layer has already collected most of the energy that separation offers.

Q. Could that be incidental?

A. Remove the local character of the attraction while keeping its total strength. For M filled sites among N, set the attraction energy to −2wM²/N. At coverage θ = M/N it is −2wθ² per site, and counting arrangements by Stirling's formula gives the entropy in ω(θ). Mean field is then exact for N → ∞, with critical point kT = w. For N = 4000, the most probable |2θ−1| is 0.245 at kT/w = 0.98 and zero at 1.02. Concentrating the same attraction on nearest neighbours is what lowers the critical point to 0.567w.

Q. Does the factor matter at a deposition temperature?

A. Consider mobile fragments during an atomic layer deposition purge at 200 °C. Choose w = 50 meV and a site spacing of 0.5 nm. The layer is closed: fragments hop but neither react nor desorb. At 473.15 K, kT = 40.77 meV, so

T_mean field = 473.15 × 50/40.77 = 580 K,
T_exact = 0.5673 × 580.2 = 329 K, or 56 °C.

The process lies between them. Mean field gives m = 0.687 and predicts coexisting coverages (1±m)/2 = 0.156 and 0.844. In the exact model these islands are absent. There K = 50/(4×40.77) = 0.3066 and K* = 0.6065, so

ξ = 1/[2(0.6065−0.3066)] = 1.67 sites = 0.83 nm.

At half coverage a filled site's neighbour is filled with probability 0.68: short-range clustering, without phase separation. At this temperature and half coverage, the two treatments disagree about separation when w lies between 40.8 meV and 40.77/0.5673 = 71.9 meV.

Q. And if the layer is cooled to 300 K?

A. In equilibrium a half-filled layer separates. There kT = 25.85 meV, K = 0.4835 and K* = 0.4003, giving Γ = 2×25.85×0.0832 = 4.3 meV per site, or 8.6 meV/nm. Whether it reaches equilibrium is another matter.

Q. Do fragments move far enough even at 200 °C?

A. For an assumed attempt rate of 10¹³ s⁻¹, barrier of 0.90 eV and purge of 5 s, an isolated fragment makes 1.3×10⁴ hops. Its root-mean-square reach is 0.5√(1.3×10⁴) = 57 nm. If two attractions must be broken at each hop, the count falls by exp(−100/40.77) to 1.1×10³ and the reach to 17 nm. Site blocking and the tendency to hop back are ignored. They shorten the reach in a half-filled layer, to roughly 10 nm, which is still well above ξ. At 300 K the isolated hop rate falls by exp(900/25.85 − 900/40.77), about 3×10⁵, leaving roughly 0.04 hop in 5 s. With this barrier, a layer cooled quickly to 300 K would not form islands in such a time; slow cooling or a much longer wait could allow them.

Q. Which omitted interactions could overturn the comparison?

A. Diagonal attraction raises the critical temperature. At 0.10w, the crossing for L = 8 and 10 puts it near 375 K. It would reach the process temperature at a diagonal strength of about 0.32w.

Two other effects act against separation; I estimate them within mean field. Parallel dipoles of 1 D normal to the surface repel by 4.99 meV at one spacing, if the substrate's polarization is ignored. Count that part in the net w. The inverse-cube sum over more distant sites is 5.03, so the total attraction 4w = 200 meV becomes 200 − 5.03×4.99 = 174.9 meV, and the mean-field critical temperature for separation into two uniform phases falls to 507 K. This estimate ignores patterns. With the long-range repulsion, stripes with a period of about 24 sites appear first, near 519 K, and at 473 K stripes with a period of a few tens of sites have lower mean-field free energy than two uniform phases. Substrate polarization strengthens the repulsion: for point dipoles just above a dielectric of constant 9, image dipoles multiply it by 1 + (9−1)/(9+1) = 1.8, and the estimate for uniform phases falls to about 449 K, below the process temperature. This is the limit of zero height; for dipoles 0.1 nm or 0.2 nm above the dielectric the factor is about 1.7 or 1.5 and the estimate about 457 K or 473 K. Take the zero-height case. That does not make the mean-field layer uniform at 473 K: alternating dense and dilute stripes reduce the long-range repulsion, and at half coverage a pattern with a period of about 15 sites already sets in near 484 K on cooling.

For a Gaussian spread of site binding energies δ, the average occupation obeys

θ = ⟨1/[1+exp(−(μ+4wθ+δ)/kT)]⟩.

At half coverage the uniform solution becomes unstable when the right side has slope 1 in θ:

kT = w⟨sech²(δ/2kT)⟩.

A standard deviation of 30 meV gives 528 K. Without the image dipoles, each effect alone leaves the mean-field layer non-uniform at 473 K: two phases with disorder, stripes with dipoles. With both together, putting 174.9/4 meV in place of w in this condition gives 447 K for uniform phases, and stripes set in near 460 K, so the uniform mean-field layer is stable at 473 K. Mean field also understates the disorder: in an infinite two-dimensional layer with short-range attraction, fixed random site energies of any strength rule out true coexistence, leaving at most islands of finite size. The contrast at 200 °C is thus a result for the stated model, not a robust prediction for a disordered polar layer.

Q. How close is this to a real alumina process?

A. Alumina can be grown from trimethylaluminium and water at this temperature, and the spacing is a rough molecular scale. The attraction, barrier, dipole and disorder are chosen values, not measured properties of methylaluminium species. The sites on a real alumina surface need not form a square array, so the square lattice is a model. The most serious assumption is mobility: chemically bound fragments may stay where they react. If they do, neither critical temperature describes their arrangement, which depends on the order of arrival and reaction. If they are mobile and the nearest-neighbour model applies, both critical temperatures scale with w, and inferring w from an observed critical temperature by mean field would give 0.567 of the correct value.

Computed values

```
mean-field order 2theta-1 at kT/w=0.99: 0.173
mean-field order 2theta-1 at kT/w=1.01: 0.000
equal-coupling order at kT/w=0.98: 0.245
equal-coupling order at kT/w=1.02: 0.000
exact critical coupling K: 0.44069
exact critical kT/w: 0.56730
mean-field over exact critical temperature: 1.7627
critical kT/w from gap crossing, L=8,10: 0.56792
largest distance of zeros from unit circle: 2.9e-14
critical neighbour correlation <ss'>: 0.70711
critical filled-neighbour probability: 0.8536
attraction w: 50.0 meV
site spacing: 0.50 nm
process temperature: 473.15 K
process kT: 40.773 meV
process kT/w: 0.8155
mean-field critical temperature: 580.2 K
exact critical temperature: 329.2 K
exact critical temperature: 56.0 deg C
mean-field m at process temperature: 0.6873
mean-field dilute coverage: 0.1563
mean-field dense coverage: 0.8437
K at process temperature: 0.30658
K* at process temperature: 0.60647
exact correlation length: 1.667 sites
exact correlation length: 0.834 nm
neighbour correlation at process temperature: 0.3628
filled-neighbour probability there: 0.6814
cooled-layer temperature: 300.0 K
K and K* when cooled: 0.48352 0.40030
boundary free energy when cooled: 4.303 meV/site
boundary free energy when cooled: 8.606 meV/nm
assumed diagonal attraction over w: 0.10
critical temperature with diagonal attraction: 375.4 K
diagonal ratio critical at process temperature: 0.319
assumed dipole moment: 1.0 D
nearest-neighbour dipole repulsion: 4.993 meV
dipole lattice sum beyond nearest neighbours: 5.034
mean-field critical temperature, dipole tail: 507.3 K
assumed site-energy standard deviation: 30.0 meV
mean-field critical temperature, disorder: 527.8 K
assumed hop attempt rate: 1.0e+13 1/s
assumed hop barrier: 0.90 eV
assumed purge time: 5.0 s
hops per purge, isolated fragment: 1.296e+04
hops per purge, two bonds to break: 1.115e+03
rms reach, isolated fragment: 56.9 nm
rms reach, two bonds to break: 16.7 nm
```
